# Core-Level Centroid Shift of an Oxide Film with a Potential Drop, part 2

A voltage across an oxide film between a thin gate and a substrate moves the film's photoemission core-level line. The question is what that movement measures.

The algebra is in atomic units: the elementary charge, the electron mass, $\hbar$ and $4\pi\varepsilon_0$ are all one, so a potential and the energy it gives a unit charge have the same numerical value. The depth $z$ runs from 0 at the gate side to $d$, the film thickness, at the substrate side, and $s=z/d$. With no charge in the film, the potential is $\phi=V(1-s)$, measured from the oxide side of the substrate interface. Here $V$ is the drop across the oxide alone.

An emitter at depth $z$ has binding energy

$$E_B(z)=E_0(z)+\phi(z),$$

where $E_0$ is its zero-field value. In a test on a one-dimensional core well, the rise in binding energy differed from the potential at the well's centre by $1.7\times10^{-7}$ eV.

The signal at binding energy $E$ sums the displaced lines from all depths, weighted by $e^{-xs}$, with $x=d/L$ and $L=\lambda\cos\theta$. Here $\lambda$ is the attenuation length and $\theta$ the emission angle from the normal. Angle brackets denote the weighted average. Relative to the same film without a drop, the centroid (mean binding energy) of the line shifts by

$$\Delta=Vf(x),\qquad f=1-\langle s\rangle=1-\frac1x+\frac1{e^x-1}.$$

The slope of $f$ is the variance of the emission depth in units of $d^2$:

$$\frac{df}{dx}=\langle s^2\rangle-\langle s\rangle^2\equiv v(x),$$

$$v(x)=\frac1{x^2}-\frac{e^x}{(e^x-1)^2}
=\frac1{x^2}-\frac1{4\sinh^2(x/2)} .$$

At $x=1$, $f=1/(e-1)=0.582$, $\langle s\rangle=0.418$ and $v=0.0793$. If $L$ is then 10 per cent longer at fixed $d$, the shift changes by about $-0.0072V$, a little over 1 per cent of $\Delta$.

Q: The line must also become broader, since different depths have different potentials.

A: It does. Let $E_0$ be uniform, and let one emitter's line have variance $\sigma_g^2$. Measured from the centroid, an electron's energy is the sum of its deviation within the line, $\delta u$, and its deviation in potential, $\delta\phi$. The mean square of the sum is

$$\langle(\delta u+\delta\phi)^2\rangle
=\sigma_g^2+2\langle\delta u\,\delta\phi\rangle+\langle\delta\phi^2\rangle .$$

The line shape is the same at every depth and $\delta u$ has zero mean, so the middle term vanishes. Because $\delta\phi=-V\delta s$, the last term is $V^2v$. Thus

$$\sigma^2=\sigma_g^2+V^2v(x).$$

The added width has the same size for either sign of $V$, whereas the centroid shift changes sign.

Q: Give me a case with numbers. Which oxide is it?

A: These are round model parameters in the regime of a high-k gate stack under bias, measured by hard-x-ray photoemission through a thin gate. They do not describe a named oxide. The thickness and the attenuation length are both 40 angstrom, or 4.0 nm, and emission is along the normal. The drop is 0.8 V, the relative permittivity is 20 and the temperature is 300 K. Then $x=40/40=1$, and

$$\Delta=0.8\times0.58198\ \text{eV}=0.466\ \text{eV},$$

or 0.0171 hartree. The mid-plane potential alone would give 0.400 eV, so attenuation adds 0.066 eV. The mean emission depth is $0.418\times40=16.7$ angstrom. The drop contributes an rms width of $0.8\sqrt{0.07933}=0.225$ eV, to be combined in quadrature with the width already present.

Q: I would read the position of the maximum from a plot. Is that good enough?

A: For a Gaussian emitter line with a full width at half maximum of 1.00 eV, the summed signal has its maximum at 0.478 eV and its centroid at 0.466 eV. Reading the maximum overstates the centroid shift by 0.012 eV, nearly 3 per cent of that shift. The error grows quickly for narrower lines: at the same drop it is about 0.06 eV for a width of 0.5 eV and about 0.13 eV for 0.3 eV. The centroid and variance of this computed signal were tested against the formulas, and agreed to within $10^{-8}$ in eV and eV² respectively.

Q: Why is the maximum above the centroid and not below it?

A: Let $c$ be the centroid shift and $\delta=\phi-c$, so $\langle\delta\rangle=0$. Let $G$ be the Gaussian line. The slope of the signal at $E=c$ has the sign of $\langle\delta\,G(\delta)\rangle$, because $G'(u)=-uG(u)/\sigma_g^2$ and $u=c-\phi=-\delta$. Let $a=V-c$ be the distance from the centroid to the highest potential. Subtracting the constant $G(a)$ changes nothing, since $\langle\delta\rangle=0$:

$$\langle\delta\,G(\delta)\rangle=\langle\delta\,[G(\delta)-G(a)]\rangle .$$

For $|\delta|<a$ the bracket is positive and even in $\delta$. Potentials occur with density proportional to $e^{x\phi/V}$, so positive $\delta$ outweighs negative $\delta$, and this region contributes a positive amount. The remaining potentials have $\delta<-a$. There both $\delta$ and the bracket are negative, and their product is positive. The signal is therefore still rising at the centroid, and the maximum of this single-peaked signal lies above it. The argument uses $V>0$ and a symmetric Gaussian line.

Q: Atoms lie in planes, but you integrated over a continuum.

A: With 16 planes spaced by a rough 2.5 angstrom and centred in equal slices of the film, the shift changes by $-0.0003$ eV. For this spacing and placement the continuum is adequate. Placement matters more than discreteness: moving all the planes half a spacing towards the gate raises the shift by about 0.025 eV.

Q: Can I avoid the uncertain energy reference by tilting the sample?

A: You can remove a reference error that is the same at both angles. At $\theta=60^\circ$, $\cos\theta=1/2$, so $L$ is halved and $x=2$. Then

$$f(2)=1-\frac12+\frac1{e^2-1}=0.6565,$$

and the shift is 0.525 eV. The two angles differ by 0.060 eV at the same drop. A constant added to both energies cancels in this difference.

There is a price. The difference is $[f(2)-f(1)]V=0.0745V$, so an error of 0.01 eV in it becomes an error of about 0.13 V in the inferred drop. The difference also depends more strongly on the attenuation length: if that length is 10 per cent longer, the difference falls by about 7 per cent, against about 1 per cent for $\Delta$ itself. Moreover, if the zero-field binding energy varies with depth, tilting changes its average too. The spectrum without a drop must then be measured at both angles and subtracted at each.

Q: You assumed no charge in the oxide. Real oxides trap charge.

A: Take a uniform positive charge with a total of $n_t$ charges per unit area of film, and hold both face potentials fixed. In atomic units, the additional potential obeys $\phi_t''=-4\pi n_t/(\varepsilon d)$ and vanishes at both faces, where $\varepsilon$ is the relative permittivity. Two integrations give

$$\phi_t=\frac{2\pi n_t}{\varepsilon d}\,z(d-z)
=\frac{2\pi n_t d}{\varepsilon}\,s(1-s).$$

Two derivatives of $z(d-z)$ give $-2$, which recovers the required right-hand side. The extra shift contains

$$\langle s(1-s)\rangle=\langle s\rangle-\langle s\rangle^2-v
=0.418-0.175-0.079=0.164 .$$

For a rough $10^{12}$ charges per cm², it is 0.003 eV. A direct numerical solution of Poisson's equation agreed with this contribution to within one part in $10^5$. The effect is proportional to the charge: ten times as much would add 0.03 eV. Negative charge reverses its sign.

Q: Could the film survive your field?

A: The field is $0.8/40=0.02$ V per angstrom, or 2.00 MV/cm. Against a rough breakdown field of 5 MV/cm, the ratio is 0.40. This compares field strengths and does not predict a lifetime, which also depends on time, temperature and defects.

Q: A film this thin also leaks. Does the current spoil the assumed drop?

A: Consider electrons tunnelling from the substrate through a barrier that starts at a rough height $\Phi=1.5$ eV and falls linearly by $V$. Let $y$ be the distance from the substrate side. With effective mass $m$, the semiclassical transmission at the substrate Fermi level, for motion along the normal, is $e^{-A}$, where

$$A=2\int_0^d\sqrt{2m(\Phi-Vy/d)}\,dy
=\frac{4d\sqrt{2m}}{3V}\left[\Phi^{3/2}-(\Phi-V)^{3/2}\right].$$

The integral follows from the substitution $U=\Phi-Vy/d$, for which $dy=-(d/V)\,dU$. For a rough mass of 0.2 electron masses, the transmission is $5.0\times10^{-9}$. A numerical wave solution, for electrons entering with 0.2 eV of kinetic energy and the same mass throughout, gives $1.3\times10^{-8}$. The semiclassical exponential omits the matching of the waves at the two faces. Including that factor to leading order brought the two results within 15 per cent, the tolerance of the test.

For the current, electrons at energy $\eta$ below the Fermi level and with parallel wave number $k$ see $\Phi$ replaced by $\Phi+\eta+k^2/(2m)$. Each transverse channel carries $1/(2\pi)$ per unit energy, and two spins double this. The number of transverse states per area is $k\,dk/(2\pi)$, so

$$J=\frac1\pi\int_0^V d\eta\int_0^\infty\frac{k\,dk}{2\pi}\,e^{-A(\eta,k)} .$$

The estimate is 0.24 A/cm². The limits of the energy integral are those of zero temperature. They take the substrate states as filled, and the gate states as empty, from the substrate Fermi level down to $V$ below it. A semiconductor's conduction band holds electrons only down to its edge, so this overcounts them, here by about a factor of two. The estimate also omits the matching factor, image-force lowering and defects, so it should be read as a rough scale. A substrate resistance of $1.25\times10^{-3}$ ohm cm² then takes up 0.0003 V. This loss lies outside $V$, which is held fixed here. The thin gate can lose much more, because the current must run sideways along it to the contact. For a strip of sheet resistance $R_s$ and length $l$ contacted at one end, the current per unit width at distance $\xi$ from the free end is $J\xi$, and the drop along the strip is $JR_sl^2/2$. A rough 5 nm gate with a resistivity of $2\times10^{-4}$ ohm cm has $R_s=400$ ohm per square, which gives 0.005 V for $l=0.1$ mm and 0.12 V for $l=0.5$ mm. At this current, $V$ is the same across the probed area only for a small device or a well-conducting gate.

Q: So the substrate is harmless?

A: Its resistance is, for these numbers, but its band bending is not. With no charge at the interface, the electric displacement is continuous. It corresponds to 3.54 μC/cm² on the gate. In an n-type substrate, positive gate charge attracts electrons to the interface. Let $u$ be the potential relative to the neutral interior, $n(u)$ the electron density, $N_D$ the density of ionized donors and $\varepsilon_s$ the substrate's relative permittivity. Poisson's equation along the normal is $\varepsilon_su''=4\pi[n(u)-N_D]$. Multiply by $u'$ and integrate from the interior, where $u$ and $u'$ vanish:

$$\frac{\varepsilon_sF_s^2}{8\pi}=\int_0^{\psi}[n(u)-N_D]\,du,\qquad
\varepsilon_sF_s=\varepsilon\frac Vd .$$

Here $F_s$ is the substrate field at the interface and $\psi$ the potential there. Fermi–Dirac filling of a parabolic band gives $n(u)$. For rough values of $\varepsilon_s=12$, a density-of-states mass of 1.1 electron masses and $10^{18}$ donors per cm³, $\psi$ corresponds to 0.28 eV. A separate integration of Poisson's equation reproduced the interface field within one part in a thousand.

In this classical treatment, the bending is about 60 per cent of $\Delta$. Relative to an initially flat-band substrate, the film's centroid measured from the substrate Fermi level then moves by roughly 0.7 eV, the sum of $\Delta$ and the bending. Both terms are positive, because the potential rises from the substrate interior to the interface and again through the oxide. The Fermi level lies 0.19 eV above the band edge at the interface, so the electron gas is degenerate there. Quantum confinement is omitted, and this makes the calculated bending too small. Confinement raises the lowest electron energies and keeps the electrons away from the interface, so more bending is needed to hold the same charge. At this charge density the increase is roughly 0.15 to 0.3 eV, depending on the mass along the normal and on how far the electrons penetrate the oxide; for silicon with a (100) surface it is near 0.2 eV. This is comparable with the classical bending itself. The classical figures therefore show that the bending matters, but they should not be used to correct a measured shift.

Q: How close is this model to a gate stack in a real device?

A: A thickness of a few nanometres and a permittivity near 20 are typical in rough terms of high-k gate oxides, though 4.0 nm is thick for an advanced logic transistor. An attenuation length of 40 angstrom belongs to the hard-x-ray regime of a few keV. The assumption that many silicon devices break is that of a single layer: a thin silicon-oxide layer often lies beneath the high-k film. With a rough permittivity of 4, its field would be $20/4=5$ times that in the film, or 10 MV/cm here. That is near the rough breakdown strength of silicon oxide, so such a stack would call for a smaller drop. A layer 5 angstrom thick would itself drop about 0.5 V at this field. It would move the high-k line by that amount relative to the substrate, more than the calculated 0.466 eV. The shift relative to the lower face of the high-k film would remain $Vf(x)$, with $V$ the drop across that film alone.

Q: Then what may I infer from a measured shift when thickness equals attenuation length?

A: If the shift is measured from the oxide side of the lower interface, the field is uniform through the film and across the probed area, and the attenuation is exponential, then $V=(e-1)\Delta$, with $\Delta$ the centroid shift. If it is measured from the substrate Fermi level, the change in band bending and any drop in an intermediate layer must first be subtracted. For the example, that correction matters far more than the 0.006 eV caused by a 10 per cent error in $L$. The remaining values are in the numerical output.

## Computed values

```
film thickness: 40.0 angstrom
film thickness, converted: 4.0 nm
attenuation length: 40.0 angstrom
potential drop: 0.800 V
film relative permittivity: 20.0
temperature: 300 K
thickness/attenuation length: 1.000
mean emission depth/thickness: 0.41802
mean emission depth: 16.72 angstrom
centroid shift/drop: 0.58198
centroid shift: 0.4656 eV
centroid shift, converted: 0.017110 hartree
shift above mid-plane value: 0.0656 eV
variance/drop squared: 0.07933
added rms width: 0.2253 eV
tilted emission angle: 60 degrees
tilted centroid shift/drop: 0.65652
tilted centroid shift: 0.5252 eV
tilted minus normal shift: 0.0596 eV
core-state residual: 1.66e-07 eV
Gaussian line FWHM: 1.00 eV
spectrum centroid: 0.4656 eV
spectrum peak maximum: 0.4777 eV
peak minus centroid: 0.0121 eV
shift change, L 10% longer: -0.0058 eV
emitter plane spacing, rough: 2.5 angstrom
shift change, discrete planes: -2.60e-04 eV
trapped charges, rough: 1.0e+12 per cm2
shift change, trapped charge: 0.0030 eV
film field: 2.00 MV/cm
breakdown field, rough: 5.0 MV/cm
field/breakdown field: 0.40
gate charge density: 3.54 uC/cm2
substrate permittivity, rough: 12.0
substrate DOS mass, rough: 1.1 electron masses
substrate doping, rough: 1.0e+18 per cm3
substrate band bending: 0.278 eV
Fermi level above band edge: 0.191 eV
band bending/centroid shift: 0.60
tunnel barrier, rough: 1.50 eV
tunnel mass, rough: 0.20 electron masses
semiclassical transmission: 4.99e-09
wave-solution transmission: 1.28e-08
tunnelling current estimate: 2.39e-01 A/cm2
substrate mobility, rough: 250 cm2/Vs
substrate thickness, rough: 0.50 mm
substrate resistance: 1.25e-03 ohm cm2
substrate ohmic loss: 2.98e-04 V
```
